# Thermal loss of magnetization at a free Heisenberg ferromagnet surface

## 1. What dimensions and symmetry fix

A long-wavelength spin wave in an isotropic ferromagnet costs $E=Dk^2$. There is no constant term, because turning all spins together costs nothing. The temperature then enters through one length,

$$\ell=\sqrt{D/k_BT}.$$

Each spin wave removes one unit of spin, so the number of spin deviations per volume must be a pure number times $\ell^{-3}$, that is, proportional to $T^{3/2}$.

At a surface the same argument holds if the boundary brings in no length of its own. The power stays $3/2$ and only the pure number can change. Two boundary conditions are free of a length: zero slope and zero amplitude. With zero slope every standing wave has an antinode at the surface, where its intensity is twice its average over depth, and the number doubles. With zero amplitude the number vanishes, and the loss must start at a higher power. The exchange Hamiltonian has to tell us which case occurs.

The model is a simple cubic lattice, spacing $a$, with spins $S$ in layers $n=1,2,3,\dots$ below a free (001) face:

$$H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j,\qquad J>0,$$

each nearest-neighbour bond counted once. Bonds at the face keep the bulk $J$. A vanishingly small field selects the $z$ direction of spin.

## 2. Simple case: one deviation on an open chain

Let $|F\rangle$ have all spins up and $|i\rangle=S_i^-|F\rangle/\sqrt{2S}$. Write a bond as

$$-J\left[S_i^zS_j^z+\tfrac12(S_i^+S_j^-+S_i^-S_j^+)\right].$$

The first term changes from $-JS^2$ to $-JS(S-1)$ when site $i$ is lowered, a cost of $+JS$ for each bond at $i$. For the second, $S_i^+|i\rangle=\sqrt{2S}\,|F\rangle$ and $S_j^-|F\rangle=\sqrt{2S}\,|j\rangle$, so the deviation hops to $j$ with amplitude $-\tfrac12J\cdot2S=-JS$.

On a chain the amplitudes $\psi_n$ therefore obey

$$JS(2\psi_n-\psi_{n-1}-\psi_{n+1})=E\psi_n\quad(n\ge2),\qquad JS(\psi_1-\psi_2)=E\psi_1 .$$

The end site has lost a neighbour and also the diagonal cost of that bond. The second equation is the first one at $n=1$ if we add a fictitious site with

$$\psi_0=\psi_1 .$$

This is zero slope, midway between sites 0 and 1. The solution even about that point is

$$\psi_n=\cos[(n-\tfrac12)k],\qquad E=2JS(1-\cos k),$$

with $k$ in units of $1/a$.

Are these all the modes? Let the chain end at site $N$ in the same way, so that $\psi_{N+1}=\psi_N$. Then

$$\cos[(N+\tfrac12)k]-\cos[(N-\tfrac12)k]=-2\sin(Nk)\sin(k/2)=0,$$

which gives $k=\pi j/N$, $j=0,\dots,N-1$. These are $N$ different energies for $N$ sites, so the set is complete and there is no separate surface mode. For $j\ge1$,

$$\sum_{n=1}^N\cos^2[(n-\tfrac12)k]=\frac N2+\frac{\sin 2Nk}{4\sin k}=\frac N2 ,$$

and the normalized intensity at site $n$ is $(2/N)\cos^2[(n-\frac12)k]$. At site 1 it tends to $2/N$ for long waves, twice the mean value $1/N$.

## 3. From the chain to the crystal

Sites in the surface layer keep all four in-plane bonds. The in-plane motion is thus the same in every layer and separates from the motion in depth:

$$E(\mathbf k)=2JS(3-\cos k_x-\cos k_y-\cos k_z).$$

For small $k$ this is $JSk^2$, so $D=JSa^2$. The surface leaves the band $E(\mathbf k)$ unchanged; in a thick crystal it alters only where each wave has its weight.

This separation was tested on the full many-spin Hamiltonian of two clusters, three-site rings stacked in three layers with $S=1/2$ and in two layers with $S=1$. Their one-deviation blocks agree with the blocks built from the cosine modes to within $10^{-10}J$.

At low temperature the deviations are few, and we treat them as independent bosons (linear spin-wave theory). Layer $n$ then has $M_n(T)/M(0)=1-\nu_n/S$, where $\nu_n$ is the mean number of deviations per site. With $2\cos^2\theta=1+\cos2\theta$ and a thick crystal,

$$\nu_n=\int\frac{d^3k}{(2\pi)^3}\,\frac{1+\cos(pk_z)}{e^{E/k_BT}-1},\qquad p=2n-1,$$

with each $k_i$ from $-\pi$ to $\pi$. The thickness goes to infinity first and the field to zero afterwards, so the waves with $j=0$, uniform in depth, drop out: their weight in any one layer is only $1/N$. Deep in the crystal the cosine averages away, which leaves the bulk value $\nu_b$.

## 4. The low-temperature limit

Let $\tau=k_BT/(JS)$. Expanding the Bose factor as $\sum_{m\ge1}e^{-mE/k_BT}$ splits the integral into one-dimensional factors. With $x=m/\tau$,

$$g_p(x)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\cos(pk)\,e^{-2x(1-\cos k)},$$

$$\nu_b=\sum_m g_0^3,\qquad \nu_n=\sum_m g_0^2\,(g_0+g_p).$$

When $\tau\to0$, every $x$ is large and only small $k$ matters. Use $2(1-\cos k)=k^2-k^4/12+\dots$ and $\cos pk=1-p^2k^2/2+\dots$. The Gaussian $e^{-xk^2}$ has integral $\int dk\,e^{-xk^2}/2\pi=(4\pi x)^{-1/2}$ and moments $\langle k^2\rangle=1/(2x)$, $\langle k^4\rangle=3/(4x^2)$. Hence

$$g_p=\frac1{\sqrt{4\pi x}}\left[1+\frac1{16x}-\frac{p^2}{4x}+\dots\right].$$

The first correction comes from the flattening of the band, the second from the variation of the wave across the layers. Multiplying out to order $1/x$,

$$g_0^3=\frac{1+3/(16x)}{(4\pi x)^{3/2}},\qquad
g_0^2(g_0+g_p)=\frac{2+3/(8x)-p^2/(4x)}{(4\pi x)^{3/2}} .$$

Since $x=m/\tau$, the sums over $m$ are zeta functions:

$$\nu_b=\left(\frac{\tau}{4\pi}\right)^{3/2}\left[\zeta(\tfrac32)+\tfrac3{16}\tau\,\zeta(\tfrac52)\right],$$

$$\nu_n=\left(\frac{\tau}{4\pi}\right)^{3/2}\left[2\zeta(\tfrac32)+\left(\tfrac38-\tfrac{p^2}4\right)\tau\,\zeta(\tfrac52)\right].$$

The leading terms are the result sought. For any fixed layer, as $T\to0$,

$$1-\frac{M_n(T)}{M(0)}\to2B\,T^{3/2},\qquad B=\frac{\zeta(3/2)}{S}\left(\frac{k_B}{4\pi JS}\right)^{3/2},$$

and $B$ is the bulk coefficient. Dividing the two expansions, the band terms cancel:

$$R_n\equiv\frac{\nu_n}{\nu_b}=2-\frac{(2n-1)^2}{4}\,\frac{\zeta(5/2)}{\zeta(3/2)}\,\tau+O(\tau^2).$$

The ratio approaches 2 from below, because a wave of finite $k_z$ has its maximum half a spacing outside layer 1, and its intensity has already dropped a little at that layer. In that layer ($p=1$) the two corrections to $\nu_1$ partly cancel, $\frac38-\frac14=\frac18$. At this order the surface thus follows its own $T^{3/2}$ law more closely than the bulk does: the relative corrections are in the ratio $\frac1{16}:\frac3{16}$.

Direct integration over the Brillouin zone between $\tau=0.005$ and $0.01$ gives an exponent of 1.5002 for the surface layer.

## 5. How deep the doubling reaches

The correction grows as $(2n-1)^2$, so the expansion fails for deep layers. There we keep the cosine whole. The Gaussian integral with $\cos pk$ gives $g_p\simeq(4\pi x)^{-1/2}e^{-p^2/4x}$. At depth $z=(n-\frac12)a$ we have $p=2z/a$ and $p^2/4x=z^2/(m\ell^2)$, so that

$$R(z)=1+\frac1{\zeta(3/2)}\sum_{m\ge1}\frac{e^{-z^2/(m\ell^2)}}{m^{3/2}} .$$

For $z\ll\ell$ the sum is $\zeta(3/2)$ and $R=2$. For $z\gg\ell$ many terms contribute and the sum becomes an integral. Substituting $s=m^{-1/2}$, $dm/m^{3/2}=-2\,ds$,

$$\int_0^\infty\frac{dm}{m^{3/2}}e^{-z^2/(m\ell^2)}=2\int_0^\infty ds\,e^{-s^2z^2/\ell^2}=\sqrt\pi\,\frac{\ell}{z}.$$

The excess over the bulk, $R-1\simeq\sqrt\pi\,\ell/[\zeta(3/2)z]$, falls off only as $1/z$. The order of limits therefore matters. At fixed depth, cooling lengthens $\ell$ and brings the layer to the doubled law; at fixed temperature, going deeper brings back the bulk law.

A gap $\Delta$, from a field for example, multiplies term $m$ by $e^{-m\delta}$ with $\delta=\Delta/k_BT$. This cuts off the large $m$ that build the tail. At leading order the same factor enters the surface and bulk sums, so their ratio stays 2, but the pure $T^{3/2}$ law needs $\delta\ll1$. The approach to it is slow:

$$\sum_m\frac{1-e^{-m\delta}}{m^{3/2}}\simeq\int_0^\infty dm\,\frac{1-e^{-m\delta}}{m^{3/2}}=2\delta\int_0^\infty dm\,\frac{e^{-m\delta}}{\sqrt m}=2\sqrt{\pi\delta},$$

by one integration by parts. A small gap reduces the loss in proportion to its square root.

## 6. Removing the antinode

If the antinode causes the doubling, spoiling it must spoil the factor 2. Give a deviation in layer 1 an extra energy $\kappa JS$, as a surface anisotropy with its easy axis along the magnetization would. The end equation becomes $(1+\kappa)\psi_1-\psi_2=(E_z/JS)\psi_1$, with $E_z=2JS(1-\cos k)$ and $k=k_z$. Comparison with the interior equation gives

$$\psi_0=(1-\kappa)\psi_1 .$$

A decaying solution $r^n$ needs $r=1/(1-\kappa)$, so for $0\le\kappa\le2$ none exists. The travelling solution is

$$\psi_n=\sin nk-(1-\kappa)\sin(n-1)k ,$$

as $\psi_1=\sin k$ and $\psi_0=(1-\kappa)\sin k$ confirm. It is the imaginary part of $e^{ink}[1-(1-\kappa)e^{-ik}]$, so its squared amplitude is

$$A^2=1+(1-\kappa)^2-2(1-\kappa)\cos k=\kappa^2+4(1-\kappa)\sin^2(k/2).$$

Its mean intensity is $A^2/2$, and the weight in layer 1 relative to the bulk is

$$w(k)=\frac{2\sin^2k}{\kappa^2+4(1-\kappa)\sin^2(k/2)} .$$

At $\kappa=0$ this is $2\cos^2(k/2)$, as before. For any $\kappa>0$ it vanishes at $k=0$: on the scale of their wavelength, the longest waves now have a node at the surface. For $\sqrt\tau\ll\kappa$ we may use $w\simeq2k^2/\kappa^2$, and with $\langle k^2\rangle=1/(2x)$,

$$\nu_1\simeq\sum_m\frac{1}{(4\pi x)^{3/2}}\frac1{\kappa^2x}=\left(\frac{\tau}{4\pi}\right)^{3/2}\frac{\tau\,\zeta(5/2)}{\kappa^2}.$$

The surface loss now goes as $T^{5/2}$. Integration with $\kappa=1$ gives an exponent of 2.4996. For $\kappa=0.3$ and $\tau=0.005$ the surface loses 0.027 of the bulk value, where the limiting formula predicts $0.5135\times0.005/0.09=0.029$. The doubling is tied to the antinode.

A weakened bond $fJ$ between layers 1 and 2 acts differently. The end equation is $f(\psi_1-\psi_2)=(E_z/JS)\psi_1$, whose right side vanishes as $k^2$. The slope still goes to zero for long waves, and the limit 2 survives. With $f=0.7$, $\tau=0.02$ and a small gap (that of 1 T in the example below), a 300-layer slab gives a ratio of 2.009. Uniform rotation costs no exchange energy whatever the strength of that bond, but anisotropy does resist it.

## 7. Numbers

Take round values $S=1$, $a=0.25$ nm and $D=3$ meV nm². Then $JS=3/0.25^2=48$ meV. At 300 K, $\tau=0.5386$ and

$$BT^{3/2}=2.612\left(\frac{0.5386}{4\pi}\right)^{3/2}=0.0232 .$$

The coefficients are $B=4.46\times10^{-6}$ K$^{-3/2}$ in the bulk and $2B=8.92\times10^{-6}$ K$^{-3/2}$ at the surface. The full lattice integral at zero gap gives:

| $T$ (K) | bulk loss (%) | surface loss (%) | ratio |
|---|---|---|---|
| 30 | 0.074 | 0.147 | 1.993 |
| 100 | 0.454 | 0.898 | 1.976 |
| 300 | 2.47 | 4.74 | 1.922 |

At 300 K the leading laws give 2.32 % and 4.64 %. The bulk integral exceeds its law by 6 %, the surface integral by 2 %, in line with the partial cancellation of section 4. The first correction predicts a ratio of 1.931.

The thermal length at 300 K is 0.34 nm, little more than one lattice spacing. At zero gap the ratio falls to 1.57 in the second layer and 1.19 in the fifth, yet it is still 1.09 in the tenth, 2.4 nm down. The $1/z$ tail gives 1.10 there. A gap shortens this tail, as section 5 explains.

The effects left out can be sized at 300 K, the last one only in part.

- **Field gap.** A field of 1 T with $g=2$ opens a gap of 0.116 meV. With $k_BT=0.5386\times48=25.9$ meV, $\delta=0.0045$, and the square-root law predicts a drop of $2\sqrt{\pi\delta}/\zeta(3/2)\approx9$ %. The lattice integral gives 8.4 % for the bulk and 8.7 % for the surface; the ratio moves only to 1.915.

- **Surface anisotropy.** A cost of 0.5 meV gives $\kappa=0.0104$ and lowers the surface loss by 4.4 % at 1 T, several times $\kappa$. For small $\kappa$, $w\simeq2\cos^2(k/2)\,(1+\kappa)-2\kappa^2/(\kappa^2+k^2)$. Apart from its sign, the last term integrates to $\int(dk/2\pi)\,2\kappa^2/(\kappa^2+k^2)=\kappa$, and it samples the in-plane occupation at $k_z\approx0$, which is about $(\tau/4\pi)\ln(1/\delta)=0.0429\times5.4=0.23$. The reduction is $0.0104\times0.23=0.0024$, or 5.6 % of the surface loss of 0.0433 at 1 T. The factor $1+\kappa$ returns 1 %. At zero gap the crossover is set by the scale $\kappa^2JS/k_B=0.06$ K: the doubling needs temperatures far above it, the $T^{5/2}$ law temperatures far below it. The approach to the doubling is slow, because the missing fraction of the surface loss falls only as $(\kappa/\sqrt\tau)\ln(\tau/\kappa^2)$.

- **Weaker outer bond.** The factor $f=0.7$ raises the surface loss by 8.7 % at 1 T.

- **Interactions between spin waves.** In mean field, the quartic terms of a bond replace $JS$ by $J(S-\langle a_i^\dagger a_i\rangle+\langle a_i^\dagger a_j\rangle)$, where $a_i$ removes a deviation. To see this, set $S_i^+=\sqrt{2S}(1-a_i^\dagger a_i/2S)a_i$ and $S_i^-=\sqrt{2S}\,a_i^\dagger$, and pair the operators in all ways, with equal occupations at both sites. In-plane surface bonds soften by 0.36 %. If all bonds softened equally, the loss, which scales as $(JS)^{-3/2}$, would rise by about 0.5 %. This is not the actual change at the surface: the bonds soften unequally, and the unequal occupations of neighbouring layers also alter the weight of each wave in layer 1, so not even the sign follows from this estimate.

## 8. Beside a real electrode

These parameters are roughly those of the 3d-metal electrodes in magnetic tunnel junctions, which work near room temperature; the spin $S=1$ is a round choice. Such an electrode meets an oxide barrier, so neither unmodified exchange nor zero surface anisotropy can be taken for granted. In the model at 300 K and 1 T, the assumed anisotropy lowers the surface loss by about 4 % of itself and the assumed weaker bond raises it by about 9 %; a stronger change of either kind alone would move it further, while the two together partly cancel. The lowering holds for an easy axis along the magnetization. An easy axis across it, such as a perpendicular one in an electrode magnetized in the plane, makes deviations cheaper and acts the other way. With $\kappa<0$ for the tilt towards that axis, the decaying solution $r=1/(1-\kappa)$ of section 6 exists and lies $\kappa^2JS/(1-\kappa)$ below the band. Unless the gap $\Delta$ exceeds this energy, the fully aligned state is unstable at the surface and the theory here does not apply; for $\kappa=-0.0104$, and without dipolar terms, this requires a field above about 0.045 T. Electron-hole spin flips of the metal are not included or sized. The dipolar interaction is not included either, and it is not small beside the field: the model has $\mu_0M=\mu_0g\mu_BS/a^3\approx1.5$ T, an energy of 0.17 meV against the 0.116 meV gap of 1 T, so its effect on the loss is of the same order as that of the field. Thickness is a more basic limit. In a film of 1 nm the first standing wave across the film costs about $D(\pi/1\ \mathrm{nm})^2\approx30$ meV, more than $k_BT$ at 300 K. The sum over $k_z$ is then no longer an integral, and neither $T^{3/2}$ law applies. The surface law $2BT^{3/2}$ belongs to an electrode much thicker than $\ell\ln(k_BT/\Delta)$, where the logarithm comes from the $k_z=0$ mode of the film, at temperatures where $\kappa^2JS$, $\Delta$ and the dipolar energy are all far below $k_BT\ll JS$, and with a stable aligned state if $\kappa<0$. The corrections from $\kappa^2JS$ and $\Delta$ fall only about as the square root of their ratio to $k_BT$, so these ratios must be very small. If the outer bond is weakened to $fJ$, the last condition becomes $k_BT\ll fJS$. The proof covers the (001) face; on faces where the cut bonds couple in-plane and depth motion, the separation of section 3 is lost and the modes must be found anew.

The numerical output follows.

## Values computed for the example and the checks

```
spin S = 1, lattice spacing a = 0.25 nm
stiffness D = 3.0 meV nm^2, J S = 48.0 meV
zeta(3/2) = 2.6124, zeta(5/2) = 1.3415
bulk coefficient B = 4.461e-06 K^-3/2
surface coefficient 2B = 8.922e-06 K^-3/2
fitted exponent, free surface: 1.5002
fitted exponent, kappa = 1 surface: 2.4996
surface/bulk loss, kappa = 0.3, tau = 0.005: 0.0272
zero gap, full lattice integral:
T = 30 K: tau = 0.0539, bulk loss 0.0737 %, surface loss 0.1469 %
   ratio 1.9930, with first correction 1.9931
   leading law: bulk 0.0733 %, surface 0.1466 %
T = 100 K: tau = 0.1795, bulk loss 0.4542 %, surface loss 0.8977 %
   ratio 1.9762, with first correction 1.9770
   leading law: bulk 0.4461 %, surface 0.8922 %
T = 300 K: tau = 0.5386, bulk loss 2.4661 %, surface loss 4.7397 %
   ratio 1.9219, with first correction 1.9309
   leading law: bulk 2.3179 %, surface 4.6359 %
thermal length ell at 300 K = 0.341 nm
layer, depth, loss/bulk loss at 300 K: lattice, continuum, 1/z tail
n = 1: z = 0.125 nm, 1.922, 1.935, 2.849
n = 2: z = 0.375 nm, 1.573, 1.603, 1.616
n = 3: z = 0.625 nm, 1.352, 1.371, 1.370
n = 5: z = 1.125 nm, 1.194, 1.205, 1.205
n = 10: z = 2.375 nm, 1.092, 1.097, 1.097
neglected effects at 300 K:
gap of a 1 T field (g = 2) = 0.1158 meV
   bulk loss 2.260 %, surface loss 4.330 %, ratio 1.915
   change of bulk loss -8.35 %, of surface loss -8.65 %
surface anisotropy cost 0.5 meV: kappa = 0.0104
   change of surface loss (at 1 T) -4.37 %
   doubling lost below about kappa^2 J S/kB = 0.060 K
outer bond times 0.7: change of surface loss (at 1 T) 8.71 %
   ratio to bulk at tau = 0.02 (at 1 T): 2.0087
magnon interactions: surface bonds softer by 0.361 %
   surface loss larger by about 0.54 %
```
